# Polarization, light absorption and static screening of a Dirac sheet: verification in Python

```python
"""
Result under test: N = 4 neutral two-component Dirac species in a plane,
H = hbar v sigma.k, have the one-loop polarization
    Pi(q, i nu) = N q^2 / (16 hbar sqrt(v^2 q^2 + nu^2)),
defined by (density change) = -Pi * (total potential energy).
Consequences: sheet conductivity e^2/(4 hbar), absorption pi*alpha to first
order in alpha, and static dielectric constant 1 + pi*alpha_g/2 (random phase),
where alpha_g = e^2/(4 pi eps0 hbar v).
Symbols: q wave number, nu imaginary frequency, v Dirac speed.
The microscopic tests use hbar = v = e = 1 and, where q enters, q = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

SX = np.array([[0.0, 1.0], [1.0, 0.0]])
SY = np.array([[0.0, -1.0j], [1.0j, 0.0]])
SZ = np.diag([1.0, -1.0])
SPECIES = 4


def gauss(a, b, n):
    """Gauss-Legendre nodes and weights on [a, b]."""
    x, w = np.polynomial.legendre.leggauss(n)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2


def polarization_formula(q, nu, species=1):
    return species * q**2 / (16 * np.sqrt(q**2 + nu**2))


def polarization_integral(nu, n=80):
    """One species, q = 1: momentum integral with numerical eigenvectors.
    The integrand is unchanged by k -> -k-q, so the half plane kx > -1/2
    is integrated in polar coordinates and doubled."""
    total = 0.0
    for lo, hi in ((0, np.pi / 2), (np.pi / 2, np.pi)):
        angles, w_angle = gauss(lo, hi, n)
        c = np.cos(angles)
        t_max = 1 / (1 + 2 * np.maximum(-c, 0.0))
        u, w_u = gauss(0, 1, n)
        t = t_max[:, None] * u[None, :]
        k = t / (1 - t)
        weight = (w_angle * t_max)[:, None] * w_u * k / (1 - t)**2
        kx, ky = k * c[:, None], k * np.sin(angles)[:, None]

        def solve(px, py):
            h = px[..., None, None] * SX + py[..., None, None] * SY
            return np.linalg.eigh(h)

        e1, s1 = solve(kx, ky)
        e2, s2 = solve(kx + 1.0, ky)
        overlap = np.abs(np.sum(s2[..., 1].conj() * s1[..., 0], axis=-1))**2
        gap = e2[..., 1] - e1[..., 0]
        total += np.sum(weight * overlap * 2 * gap / (gap**2 + nu**2))
    # factor 2 for the other half plane, factor 2 for negative ky
    return 4 * total / (2 * np.pi)**2


def density_response(m, strength=1e-3):
    """One species in the potential strength*cos(x): amplitude of the cosine
    density wave divided by strength, from plane waves kx+n, |n| <= m."""
    n = np.arange(-m, m + 1)
    count = len(n)
    shift = np.kron(np.eye(count, k=1), np.eye(2))
    potential = strength / 2 * (shift + shift.T)
    mass_like = np.kron(np.eye(count), SZ)
    kx_nodes, wx = gauss(0, 1, 16)
    t, wt = gauss(0, 1, 32)
    ky_nodes, wy = t / (1 - t), 2 * wt / (1 - t)**2
    total = 0.0
    for kx, a in zip(kx_nodes, wx):
        h_x = np.kron(np.diag(kx + n), SX) + potential
        for ky, b in zip(ky_nodes, wy):
            filled = np.linalg.eigh(h_x + ky * mass_like)[1][:, :count]
            total += a * b * 2 * np.sum(filled * (shift @ filled))
    return total / (2 * np.pi)**2 / strength


def pulse_conductivity(carrier, amplitude=0.01, steps=4000):
    """One species: energy absorbed from a weak uniform pulse, per area,
    divided by the time integral of the squared electric field."""
    k, wk = gauss(0, 6, 40)
    phi = 2 * np.pi * (np.arange(8) + 0.5) / 8
    kk, pp = np.meshgrid(k, phi, indexing="ij")
    weight = (wk * k)[:, None] * (2 * np.pi / 8) / (2 * np.pi)**2
    kx, ky = kk * np.cos(pp), kk * np.sin(pp)
    phase = np.exp(1j * pp)
    up = np.full(kk.shape, 1 / np.sqrt(2), dtype=complex)
    down = -phase / np.sqrt(2)
    dt = 14.0 / steps
    times = -7 + dt * (np.arange(steps) + 0.5)
    vector_potential = amplitude * np.exp(-times**2 / 2) * np.cos(carrier * times)
    for a in vector_potential:
        hx = kx + a
        size = np.sqrt(hx**2 + ky**2)
        cos_part = np.cos(size * dt)
        sin_part = -1j * np.sin(size * dt) / size
        up, down = (cos_part * up + sin_part * (hx - 1j * ky) * down,
                    cos_part * down + sin_part * (hx + 1j * ky) * up)
    excited = np.abs((up + phase.conj() * down) / np.sqrt(2))**2
    absorbed = np.sum(weight * 2 * kk * excited)
    field = -np.gradient(vector_potential, dt)
    return absorbed / np.sum(field**2 * dt)


def thin_slab(sheet, kd=1e-6):
    """Transmission and reflection of a slab of optical thickness kd whose
    total conductance times the vacuum impedance equals sheet."""
    index = np.sqrt(1 + 1j * sheet / kd)
    delta = index * kd
    top = np.cos(delta) - 1j * np.sin(delta) / index
    bottom = np.cos(delta) - 1j * index * np.sin(delta)
    t = 2 / (top + bottom)
    r = top * t - 1
    return abs(t)**2, abs(r)**2


# Polarization at imaginary and complex frequency (complex = damped real one)
loop_ratios = []
for nu in (0.0, 0.7, 2.0, 0.5 - 1.5j):
    ratio = polarization_integral(nu) / polarization_formula(1.0, nu)
    assert abs(ratio - 1) < 1e-6, (nu, ratio)
    loop_ratios.append(ratio)

# Static density response; the plane-wave cutoff error falls as 1/m and is
# removed by extrapolation from m = 8 and m = 16
static_numeric = -(2 * density_response(16) - density_response(8))
static_formula = polarization_formula(1.0, 0.0)
assert abs(static_numeric / static_formula - 1) < 5e-3, static_numeric

# Conductivity from absorbed pulse energy, at two carrier frequencies
sigma_unit = 1 / 16
pulse_values = [pulse_conductivity(w) for w in (3.0, 5.0)]
for value in pulse_values:
    assert abs(value / sigma_unit - 1) < 2e-3, value

# Physical numbers
e, hbar, c, eps0 = const.e, const.hbar, const.c, const.epsilon_0
alpha = e**2 / (4 * np.pi * eps0 * hbar * c)
sigma = SPECIES * sigma_unit * e**2 / hbar
sheet = sigma / (eps0 * c)
first_order = np.pi * alpha
transmission = 1 / (1 + sheet / 2)**2
reflection = (sheet / 2)**2 * transmission
absorption = first_order / (1 + first_order / 2)**2
slab_t, slab_r = thin_slab(SPECIES * pulse_values[0] * e**2 / (hbar * eps0 * c))
assert abs(slab_t - transmission) < 1e-4
assert abs((1 - slab_t - slab_r) / absorption - 1) < 3e-3
exact_t, exact_r = thin_slab(sheet)
assert abs((1 - exact_t - exact_r) / absorption - 1) < 1e-5
assert abs(exact_r / reflection - 1) < 1e-3

speed = 1.0e6
q = 1.0e8
alpha_g = e**2 / (4 * np.pi * eps0 * hbar * speed)
pi_static = SPECIES * q / (16 * hbar * speed)
coulomb = e**2 / (2 * eps0 * q)
line_integral = quad(lambda z: 1 / (1 + z * z), -np.inf, np.inf)[0] / (2 * np.pi)
assert abs(line_integral * e**2 / (eps0 * q) / coulomb - 1) < 1e-8
epsilon = 1 + np.pi * alpha_g / 2
# external over total potential, using the density found by diagonalization
coulomb_unit = 4 * np.pi * alpha_g * line_integral
epsilon_numeric = 1 + coulomb_unit * SPECIES * static_numeric
assert abs(epsilon_numeric / epsilon - 1) < 5e-3
assert abs((1 + coulomb * pi_static) / epsilon - 1) < 1e-10

ev_nm2 = e * 1e-18
print("TESTS (hbar = v = e = 1, one species)")
print(f"loop integral/formula, q=1, nu=0:    {loop_ratios[0].real:.8f}")
print(f"loop integral/formula, q=1, nu=0.7:  {loop_ratios[1].real:.8f}")
print(f"loop integral/formula, q=1, nu=2:    {loop_ratios[2].real:.8f}")
print(f"same, nu=0.5-1.5i, |ratio-1|:        {abs(loop_ratios[3] - 1):.1e}")
print(f"static Pi from cosine potential:     {static_numeric:.5f}")
print(f"static Pi from formula:              {static_formula:.5f}")
print(f"pulse conductivity, carrier 3:       {pulse_values[0]:.5f}")
print(f"pulse conductivity, carrier 5:       {pulse_values[1]:.5f}")
print(f"conductivity from formula:           {sigma_unit:.5f}")
print("LIGHT AT NORMAL INCIDENCE (four species)")
print(f"alpha:                               {alpha:.7f}")
print(f"1/alpha:                             {1 / alpha:.3f}")
print(f"sheet conductivity:                  {sigma * 1e6:.3f} microsiemens")
print(f"sigma/(eps0 c):                      {sheet:.6f}")
print(f"first-order absorption pi*alpha:     {100 * first_order:.4f} percent")
print(f"full thin-sheet absorption:          {100 * absorption:.4f} percent")
print(f"thin-slab absorption (numerical):    {100 * (1 - exact_t - exact_r):.4f} percent")
print(f"transmission:                        {100 * transmission:.4f} percent")
print(f"reflection:                          {100 * reflection:.5f} percent")
print("STATIC SCREENING (four species)")
print(f"Dirac speed v:                       {speed:.2e} m/s")
print(f"wave number q:                       {q * 1e-9:.2f} 1/nm")
print(f"c/v:                                 {c / speed:.3f}")
print(f"hbar v:                              {hbar * speed / e * 1e9:.5f} eV nm")
print(f"alpha_g:                             {alpha_g:.4f}")
print(f"static Pi:                           {pi_static * ev_nm2:.6f} 1/(eV nm^2)")
print(f"Coulomb V(q):                        {coulomb / ev_nm2:.3f} eV nm^2")
print(f"product V Pi:                        {coulomb * pi_static:.4f}")
print(f"dielectric constant:                 {epsilon:.4f}")
print(f"same from diagonalization:           {epsilon_numeric:.4f}")
print(f"screened fraction of test charge:    {1 - 1 / epsilon:.4f}")
print("success")
```

Output:

```
TESTS (hbar = v = e = 1, one species)
loop integral/formula, q=1, nu=0:    1.00000000
loop integral/formula, q=1, nu=0.7:  1.00000000
loop integral/formula, q=1, nu=2:    1.00000000
same, nu=0.5-1.5i, |ratio-1|:        1.1e-16
static Pi from cosine potential:     0.06250
static Pi from formula:              0.06250
pulse conductivity, carrier 3:       0.06250
pulse conductivity, carrier 5:       0.06250
conductivity from formula:           0.06250
LIGHT AT NORMAL INCIDENCE (four species)
alpha:                               0.0072974
1/alpha:                             137.036
sheet conductivity:                  60.853 microsiemens
sigma/(eps0 c):                      0.022925
first-order absorption pi*alpha:     2.2925 percent
full thin-sheet absorption:          2.2409 percent
thin-slab absorption (numerical):    2.2409 percent
transmission:                        97.7463 percent
reflection:                          0.01284 percent
STATIC SCREENING (four species)
Dirac speed v:                       1.00e+06 m/s
wave number q:                       0.10 1/nm
c/v:                                 299.792
hbar v:                              0.65821 eV nm
alpha_g:                             2.1877
static Pi:                           0.037982 1/(eV nm^2)
Coulomb V(q):                        90.476 eV nm^2
product V Pi:                        3.4364
dielectric constant:                 4.4364
same from diagonalization:           4.4366
screened fraction of test charge:    0.7746
success
```
